# Does subtracting the metallic Lorenz estimate isolate lattice heat conduction?: a program that tests the result

```python
"""Result under test: kappa - L0*sigma*T = kappa_lattice + (L - L0)*sigma*T.
For elastic scattering L = (k/e)^2 Var(x), where x = energy/kT is weighted by
(transport function)*(-df/dx). For a power-law band the transport function is x^s,
s = r + 3/2 with tau ~ E^r: s = 1 acoustic phonons, s = 3 ionized impurities.
eta = (Fermi level - band edge)/kT. Two bands add the bipolar term
T*sigma_n*sigma_p*(S_p - S_n)^2/(sigma_n + sigma_p).
SI units are used internally except where a name says otherwise.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as kB, e as qe, h, hbar, m_e
from scipy.optimize import brentq
from scipy.special import expit

k_over_e = kB / qe
L_metal = np.pi**2 / 3 * k_over_e**2
gauss_x, gauss_w = np.polynomial.legendre.leggauss(300)


def nodes(low, high):
    half = 0.5 * (high - low)
    return low + half * (gauss_x + 1), half * gauss_w


def moments(transport, eta):
    """Integral, mean of (x - eta), and variance under the transport weight."""
    x, w = nodes(max(0.0, eta - 50), max(0.0, eta) + 50)
    weight = w * transport(x) * expit(x - eta) * expit(eta - x)
    total = weight.sum()
    mean = (weight * (x - eta)).sum() / total
    var = (weight * (x - eta - mean)**2).sum() / total
    return total, mean, var


def power_band(s, eta):
    return moments(lambda x: x**s, eta)


def reduced_density(eta, nonparab=0.0):
    """Carrier density / band-edge effective density of states (Kane if nonparab > 0)."""
    t, w = nodes(0.0, np.sqrt(max(0.0, eta) + 50))
    x = t**2
    dos = t * np.sqrt(1 + nonparab * x) * (1 + 2 * nonparab * x)
    return 2 / np.sqrt(np.pi) * (w * 2 * t * dos * expit(eta - x)).sum()


# ---- Lorenz number from the Boltzmann equation on a 3D momentum grid, zero current
def open_circuit_lorenz(r, eta):
    """Units k = e = T = 1; anisotropic masses; all derivatives by finite differences."""
    masses = (0.3, 1.0, 2.0)
    u = (np.arange(-45, 45) + 0.5) * 0.2
    px, py, pz = np.meshgrid(*[np.sqrt(m) * u for m in masses], indexing="ij")
    transverse = py**2 / (2 * masses[1]) + pz**2 / (2 * masses[2])

    def occupation(p, temp, mu):
        return expit((mu - p**2 / (2 * masses[0]) - transverse) / temp)

    energy = px**2 / (2 * masses[0]) + transverse
    tau, vx, d = energy**r, px / masses[0], 1e-3
    df_dT = (occupation(px, 1 + d, eta) - occupation(px, 1 - d, eta)) / (2 * d)
    df_dmu = (occupation(px, 1, eta + d) - occupation(px, 1, eta - d)) / (2 * d)
    df_dp = (occupation(px + d, 1, eta) - occupation(px - d, 1, eta)) / (2 * d)
    grad_T, grad_mu = 1.0, 0.7
    from_gradients = -tau * vx * (df_dT * grad_T + df_dmu * grad_mu)
    from_unit_force = -tau * df_dp
    conductivity = (vx * from_unit_force).sum()
    force = -(vx * from_gradients).sum() / conductivity
    heat = ((energy - eta) * vx * (from_gradients + force * from_unit_force)).sum()
    return -heat / grad_T / conductivity


for r in (-0.5, 1.5):
    grid_value = open_circuit_lorenz(r, 1.0)
    assert abs(grid_value / power_band(r + 1.5, 1.0)[2] - 1) < 1e-3

# ---- polylogarithm formula against quadrature, then both limits
for s in (1, 3):
    for eta in (-3.0, 0.5, 6.0):
        M = [float(mp.re(-mp.gamma(s + j + 1) * mp.polylog(s + j, -mp.exp(eta))))
             for j in range(3)]
        formula = M[2] / M[0] - (M[1] / M[0])**2
        assert abs(formula / power_band(s, eta)[2] - 1) < 1e-7
    assert abs(power_band(s, -12.0)[2] - (s + 1)) < 1e-3
    eta = 200.0
    excess = power_band(s, eta)[2] - np.pi**2 / 3
    leading = np.pi**4 * s * (3 * s - 8) / (45 * eta**2)
    assert abs(excess / leading - 1) < 0.03  # next order in 1/eta^2 is omitted
pair_heat = power_band(1, -12.0)[1] + power_band(3, -13.0)[1]
assert abs(pair_heat - (25 + 1 + 3 + 2)) < 1e-3

# ---- worked example: rough parameters of a narrow-gap thermoelectric leg
gap_eV, mass_ratio, doping = 0.25, 1.0, 3e25
mobility_300 = (0.030, 0.020)  # nondegenerate electron and hole mobility, m^2/(V s)
lattice_300 = 1.2              # prescribed lattice conductivity, W/(m K)


def band_states(T):
    return 2 * (2 * np.pi * mass_ratio * m_e * kB * T / h**2)**1.5


def leg(T, gap=gap_eV):
    Nc = band_states(T)
    g = gap / (k_over_e * T)
    eta = brentq(lambda y: Nc * (reduced_density(y) - reduced_density(-g - y))
                 - doping, -15, 15)
    n0, mean_n, var_n = power_band(1, eta)
    p0, mean_p, var_p = power_band(1, -g - eta)
    scale = qe * Nc * (300 / T)**1.5
    sn, sp = scale * mobility_300[0] * n0, scale * mobility_300[1] * p0
    Sn, Sp = -k_over_e * mean_n, k_over_e * mean_p
    sigma = sn + sp
    bipolar = T * sn * sp / sigma * (Sp - Sn)**2
    electronic = T * k_over_e**2 * (sn * var_n + sp * var_p) + bipolar
    lattice = lattice_300 * 300 / T
    return dict(T=T, eta=eta, sigma=sigma, sn=sn, sp=sp,
                S=(sn * Sn + sp * Sp) / sigma, bipolar=bipolar, ke=electronic,
                L=electronic / (sigma * T), Ln=k_over_e**2 * var_n, lattice=lattice,
                total=lattice + electronic,
                apparent=lattice + electronic - L_metal * sigma * T)


def lorenz_from_seebeck(S, s):
    target = abs(S) / k_over_e
    eta = brentq(lambda y: power_band(s, y)[1] - target, -15, 60)
    return eta, k_over_e**2 * power_band(s, eta)[2]


# conductivity from density of states, velocity and relaxation time
T = 300.0
mass, tau0 = mass_ratio * m_e, 1e-13
mu_classical = 4 * qe * tau0 / (3 * np.sqrt(np.pi) * mass)
x, w = nodes(0.0, 50.0)
E = x * kB * T
dos = (2 * mass / hbar**2)**1.5 * np.sqrt(E) / (2 * np.pi**2)
direct = qe**2 * (w * dos * 2 * E / (3 * mass) * tau0 / np.sqrt(x)
                  * expit(x - 0.5) * expit(0.5 - x)).sum()
closed = qe * band_states(T) * mu_classical * np.log1p(np.exp(0.5))
assert abs(direct / closed - 1) < 1e-6

# one integral across both bands against the separate-band plus bipolar formula
hot = leg(600.0)
g = gap_eV / (k_over_e * 600)
axis = np.linspace(-g - 50, 50, 400001)
transport = (mobility_300[0] * np.maximum(axis, 0)
             + mobility_300[1] * np.maximum(-g - axis, 0))
weight = transport * expit(axis - hot["eta"]) * expit(hot["eta"] - axis)
weight /= weight.sum()
mean = (weight * axis).sum()
variance = (weight * (axis - mean)**2).sum()
assert abs(k_over_e**2 * variance / hot["L"] - 1) < 1e-5
assert abs(-k_over_e * (mean - hot["eta"]) / hot["S"] - 1) < 1e-5

rows = [leg(float(t)) for t in (300, 400, 500, 600)]
cold = rows[0]
assert cold["apparent"] < cold["lattice"]
assert rows[3]["apparent"] > rows[3]["lattice"]
assert rows[3]["apparent"] > rows[2]["apparent"]  # false upturn
no_holes = hot["lattice"] + (hot["Ln"] - L_metal) * hot["sn"] * 600
assert no_holes < hot["lattice"]  # removing holes removes the excess
T_accident = brentq(lambda t: leg(t)["L"] - L_metal, 350, 650)
accident = leg(T_accident)

for row in rows:
    row["L_S"] = lorenz_from_seebeck(row["S"], 1)[1]
    row["corrected"] = row["total"] - row["L_S"] * row["sigma"] * row["T"]
assert abs(rows[0]["corrected"] / rows[0]["lattice"] - 1) < 0.02
assert abs(rows[3]["corrected"] / rows[3]["lattice"] - 1) > 0.1
eta_imp, L_imp = lorenz_from_seebeck(cold["S"], 3)
lattice_imp = cold["total"] - L_imp * cold["sigma"] * 300
assert abs(lattice_imp - cold["lattice"]) > 0.1


# ---- neglected effect: polar optical phonons, full linearized collision operator
def polar_lorenz(phonon, eta, steps):
    """Return L/(k/e)^2, its elastic counterpart, and the Onsager mismatch."""
    dx = phonon / steps
    n = int((max(eta, 0.0) + 30) / dx)
    x = (np.arange(n) + 0.5) * dx
    root, full, empty = np.sqrt(x), expit(eta - x), expit(x - eta)
    bose = 1 / np.expm1(phonon)
    collision = np.zeros((n, n))
    for shift, factor in ((steps, bose), (-steps, bose + 1)):
        i = np.arange(n)
        i = i[(i + shift >= 0) & (i + shift < n)]
        j = i + shift
        a, b = x[i] + x[j], 2 * root[i] * root[j]
        out = np.log(((root[i] + root[j]) / (root[i] - root[j]))**2) / (2 * b)
        back = (a * out - 1) / b
        rate = factor * empty[j] * root[j]
        collision[i, i] += rate * out
        collision[i, j] -= rate * back
    forces = np.array([np.ones(n), x - eta])
    response = np.linalg.solve(collision, (forces * root * empty).T)
    K = (forces * x * full * empty) @ response
    lorenz = (K[0, 0] * K[1, 1] - K[0, 1] * K[1, 0]) / K[0, 0]**2
    weight = x * full * empty * response[:, 0]
    weight /= weight.sum()
    centre = (weight * x).sum()
    elastic = (weight * (x - centre)**2).sum()
    mismatch = abs(K[0, 1] - K[1, 0]) / np.sqrt(K[0, 0] * K[1, 1])
    return lorenz, elastic, mismatch


quasi_elastic = polar_lorenz(0.02, 0.0, 1)[0]
assert abs(quasi_elastic / power_band(2, 0.0)[2] - 1) < 0.01
phonon_eV = 0.015
phonon = phonon_eV / (k_over_e * 300)
coarse = polar_lorenz(phonon, cold["eta"], 20)
polar = polar_lorenz(phonon, cold["eta"], 40)
assert abs(coarse[0] / polar[0] - 1) < 5e-3 and polar[2] < 1e-8

# ---- neglected effects: Kane band at fixed density, and thermal gap narrowing
a = k_over_e * 300 / gap_eV
eta_kane = brentq(lambda y: reduced_density(y, a) - doping / band_states(300), -15, 15)
var_kane = moments(lambda x: x * (1 + a * x) / (1 + 2 * a * x)**2, eta_kane)[2]
L_kane = k_over_e**2 * var_kane
gap_shift = 0.03
narrowed = leg(600.0, gap_eV - gap_shift)

unit = 1e8
print(f"k/e = {k_over_e*1e6:.3f} uV/K")
print(f"Metallic L0 = {L_metal*unit:.3f} x1e-8 W ohm/K^2")
print(f"Nondegenerate L, acoustic s=1: {power_band(1,-12)[2]*k_over_e**2*unit:.3f} x1e-8 W ohm/K^2")
print(f"Nondegenerate L, impurity s=3: {power_band(3,-12)[2]*k_over_e**2*unit:.3f} x1e-8 W ohm/K^2")
for eta in (-2, 0, 2, 5, 10):
    ratios = [power_band(s, eta)[2] / (np.pi**2 / 3) for s in (1, 3)]
    print(f"eta={eta}: L/L0 acoustic {ratios[0]:.3f}, impurity {ratios[1]:.3f}")
print(f"Gap {gap_eV:.2f} eV; mass {mass_ratio:.1f} m_e; net doping {doping/1e6:.1e} cm^-3")
print(f"Mobilities at 300 K: n {mobility_300[0]*1e4:.0f}, p {mobility_300[1]*1e4:.0f} cm^2/Vs")
print(f"Band density of states at 300 K: {band_states(300)/1e6:.3e} cm^-3")
for q in rows:
    print(f"T={q['T']:.0f} K: eta {q['eta']:.3f}, sigma {q['sigma']/100:.1f} S/cm, S {q['S']*1e6:.1f} uV/K")
    print(f"  L {q['L']*unit:.3f}, electron-only L {q['Ln']*unit:.3f} x1e-8 W ohm/K^2; L/L0 {q['L']/L_metal:.3f}")
    print(f"  hole share of sigma {100*q['sp']/q['sigma']:.4f} %; bipolar {q['bipolar']:.4f} W/(m K)")
    print(f"  kappa: total {q['total']:.3f}, electronic {q['ke']:.3f}, L0*sigma*T {L_metal*q['sigma']*q['T']:.3f} W/(m K)")
    print(f"  lattice: true {q['lattice']:.3f}, apparent {q['apparent']:.3f} W/(m K), error {100*(q['apparent']/q['lattice']-1):.1f} %")
    print(f"  Seebeck-based: L {q['L_S']*unit:.3f} x1e-8 W ohm/K^2, lattice {q['corrected']:.3f} W/(m K)")
print(f"600 K, holes removed: apparent lattice {no_holes:.3f} W/(m K)")
print(f"Accidental L=L0 at {T_accident:.1f} K; electron-only L/L0 there {accident['Ln']/L_metal:.3f}")
print(f"300 K data read as impurity scattering: eta {eta_imp:.3f}, L {L_imp*unit:.3f} x1e-8 W ohm/K^2")
print(f"  lattice inferred from that reading {lattice_imp:.3f} W/(m K)")
print(f"Kane band, 300 K: eta {eta_kane:.3f}, L {L_kane*unit:.3f} x1e-8 W ohm/K^2")
print(f"  change of electronic kappa at same sigma {(L_kane-cold['Ln'])*cold['sigma']*300:.3f} W/(m K)")
print(f"Polar optical only, phonon {phonon_eV*1000:.0f} meV, 300 K: L {polar[0]*k_over_e**2*unit:.3f} x1e-8 W ohm/K^2")
print(f"  elastic formula with same electrical response {polar[1]*k_over_e**2*unit:.3f} x1e-8 W ohm/K^2")
print(f"  change from acoustic at same sigma {(polar[0]*k_over_e**2-cold['Ln'])*cold['sigma']*300:.3f} W/(m K)")
print(f"Gap narrowed by {gap_shift:.2f} eV, 600 K: L/L0 {narrowed['L']/L_metal:.3f}, apparent lattice {narrowed['apparent']:.3f} W/(m K)")
print("all good")
```

It prints:

```
k/e = 86.173 uV/K
Metallic L0 = 2.443 x1e-8 W ohm/K^2
Nondegenerate L, acoustic s=1: 1.485 x1e-8 W ohm/K^2
Nondegenerate L, impurity s=3: 2.970 x1e-8 W ohm/K^2
eta=-2: L/L0 acoustic 0.618, impurity 1.211
eta=0: L/L0 acoustic 0.660, impurity 1.189
eta=2: L/L0 acoustic 0.760, impurity 1.133
eta=5: L/L0 acoustic 0.892, impurity 1.060
eta=10: L/L0 acoustic 0.967, impurity 1.019
Gap 0.25 eV; mass 1.0 m_e; net doping 3.0e+19 cm^-3
Mobilities at 300 K: n 300, p 200 cm^2/Vs
Band density of states at 300 K: 2.509e+19 cm^-3
T=300 K: eta 0.594, sigma 1247.1 S/cm, S -170.7 uV/K
  L 1.678, electron-only L 1.674 x1e-8 W ohm/K^2; L/L0 0.687
  hole share of sigma 0.0022 %; bipolar 0.0013 W/(m K)
  kappa: total 1.828, electronic 0.628, L0*sigma*T 0.914 W/(m K)
  lattice: true 1.200, apparent 0.914 W/(m K), error -23.9 %
  Seebeck-based: L 1.674 x1e-8 W ohm/K^2, lattice 1.201 W/(m K)
T=400 K: eta 0.020, sigma 848.6 S/cm, S -202.6 uV/K
  L 1.681, electron-only L 1.615 x1e-8 W ohm/K^2; L/L0 0.688
  hole share of sigma 0.0658 %; bipolar 0.0224 W/(m K)
  kappa: total 1.471, electronic 0.571, L0*sigma*T 0.829 W/(m K)
  lattice: true 0.900, apparent 0.641 W/(m K), error -28.7 %
  Seebeck-based: L 1.616 x1e-8 W ohm/K^2, lattice 0.922 W/(m K)
T=500 K: eta -0.383, sigma 630.5 S/cm, S -224.2 uV/K
  L 2.004, electron-only L 1.581 x1e-8 W ohm/K^2; L/L0 0.820
  hole share of sigma 0.5640 %; bipolar 0.1334 W/(m K)
  kappa: total 1.352, electronic 0.632, L0*sigma*T 0.770 W/(m K)
  lattice: true 0.720, apparent 0.582 W/(m K), error -19.2 %
  Seebeck-based: L 1.587 x1e-8 W ohm/K^2, lattice 0.851 W/(m K)
T=600 K: eta -0.671, sigma 510.3 S/cm, S -229.8 uV/K
  L 3.005, electron-only L 1.562 x1e-8 W ohm/K^2; L/L0 1.230
  hole share of sigma 2.4307 %; bipolar 0.4425 W/(m K)
  kappa: total 1.520, electronic 0.920, L0*sigma*T 0.748 W/(m K)
  lattice: true 0.600, apparent 0.772 W/(m K), error 28.7 %
  Seebeck-based: L 1.580 x1e-8 W ohm/K^2, lattice 1.036 W/(m K)
600 K, holes removed: apparent lattice 0.337 W/(m K)
Accidental L=L0 at 553.9 K; electron-only L/L0 there 0.642
300 K data read as impurity scattering: eta 3.919, L 2.640 x1e-8 W ohm/K^2
  lattice inferred from that reading 0.840 W/(m K)
Kane band, 300 K: eta 0.067, L 1.257 x1e-8 W ohm/K^2
  change of electronic kappa at same sigma -0.156 W/(m K)
Polar optical only, phonon 15 meV, 300 K: L 2.092 x1e-8 W ohm/K^2
  elastic formula with same electrical response 2.304 x1e-8 W ohm/K^2
  change from acoustic at same sigma 0.156 W/(m K)
Gap narrowed by 0.03 eV, 600 K: L/L0 1.486, apparent lattice 0.978 W/(m K)
all good
```
